# Thermal recovery of a silicon-carbide transistor at 300 K and 450 K: a program that tests the result

```python
"""
Result under test: first-order thermal emission, tau(T) = tau0*exp(E/(k*T)),
with tau0 and E common to both temperatures, maps a recovery time t1 at T1 to
    t2 = tau0*(t1/tau0)**(T1/T2)   at T2.
tau0: attempt time (s); E: barrier (eV); k: Boltzmann constant (eV/K);
recovery time: time after which 1/e of the trapped charge is left.
Also tested: other recovered fractions, spread barriers, tunnelling-slowed
attempt times, recapture, temperature error and heating ramp.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.optimize import brentq

k = physical_constants["Boltzmann constant in eV/K"][0]
hartree = physical_constants["Hartree energy in eV"][0]
bohr_nm = physical_constants["Bohr radius"][0] * 1e9

tau0, t1, T1, T2 = 1e-13, 1e4, 300.0, 450.0
power = 1 - T1 / T2
barrier = k * T1 * np.log(t1 / tau0)
t2 = tau0 * (t1 / tau0) ** (T1 / T2)


def charge_left(E, T, attempt, time):
    """Integrate the rate equation from a full trap."""
    rate = np.exp(-E / (k * T)) / attempt
    run = solve_ivp(lambda t, f: -rate * f, (0, time), [1.0],
                    method="DOP853", rtol=1e-10, atol=1e-13)
    return run.y[0, -1]


def time_to_reach(E, T, attempt, left):
    """Time at which the integrated charge falls to the value left."""
    rate = np.exp(-E / (k * T)) / attempt

    def crossing(t, f):
        return f[0] - left
    crossing.terminal = True
    run = solve_ivp(lambda t, f: -rate * f, (0, 1e5), [1.0],
                    method="DOP853", rtol=1e-10, atol=1e-13, events=crossing)
    return run.t_events[0][0]


def barrier_from_cold_run(attempt, left, low, high):
    return brentq(lambda E: charge_left(E, T1, attempt, t1) - left,
                  low, high, xtol=1e-12)


# Main result, from the rate equation alone
one_over_e = np.exp(-1.0)
barrier_ode = barrier_from_cold_run(tau0, one_over_e, 0.92, 1.12)
t2_ode = time_to_reach(barrier_ode, T2, tau0, one_over_e)
assert abs(barrier_ode - barrier) < 1e-7
assert abs(t2_ode / t2 - 1) < 1e-5
assert round(t2_ode * 1e3) == 22

# Another end point: 90 % recovered
left90 = 0.1
t2_90 = t2 * (-np.log(left90)) ** power
E90 = barrier_from_cold_run(tau0, left90, 0.92, 1.12)
assert abs(time_to_reach(E90, T2, tau0, left90) / t2_90 - 1) < 1e-5

# Spread barriers: recovered charge by quadrature over the barrier energy
energies = np.linspace(0, 2, 8001)


def recovered(time, T, density):
    emptied = -np.expm1(-(time / tau0) * np.exp(-energies / (k * T)))
    return trapezoid(density * emptied, energies)


def equal_recovery_time(density):
    goal = recovered(t1, T1, density)
    return np.exp(brentq(lambda u: recovered(np.exp(u), T2, density) - goal,
                         np.log(1e-6), np.log(1e2), xtol=1e-11))


flat = np.ones_like(energies)
flat_charge = k * T1 * (np.log(t1 / tau0) + np.euler_gamma)
assert abs(recovered(t1, T1, flat) / flat_charge - 1) < 1e-6
t2_flat = t2 * np.exp(-np.euler_gamma * power)
assert abs(equal_recovery_time(flat) / t2_flat - 1) < 1e-4
sigma = 0.1
gauss = np.exp(-0.5 * ((energies - barrier) / sigma) ** 2)
gauss /= trapezoid(gauss, energies)
t2_gauss = equal_recovery_time(gauss)
gauss_fraction = recovered(t1, T1, gauss)
assert t2_flat < t2_gauss < t2

# Tunnelling at the band edge multiplies the attempt time by exp(2*kappa*d)
offset, mass = 2.7, 0.42


def kappa(height_eV):
    """Decay constant in 1/nm."""
    return np.sqrt(2 * mass * height_eV / hartree) / bohr_nm


def transmission(d_nm, energy_eV):
    """Square barrier, from numerical integration of the wave equation."""
    d = d_nm / bohr_nm
    wave = np.sqrt(2 * mass * energy_eV / hartree)
    curve = 2 * mass * (offset - energy_eV) / hartree
    run = solve_ivp(lambda x, y: [y[1], curve * y[0]], (d, 0),
                    np.array([1.0 + 0j, 1j * wave]),
                    method="DOP853", rtol=1e-10, atol=1e-12)
    psi, slope = run.y[:, -1]
    return 1 / abs((psi + slope / (1j * wave)) / 2) ** 2


thermal = k * T2
drop = np.log(transmission(1.0, thermal) / transmission(1.5, thermal))
assert abs(drop / (2 * kappa(offset - thermal) * 0.5) - 1) < 1e-3

depths = (0.5, 1.0)
slowing = [np.exp(2 * kappa(offset) * d) for d in depths]
t2_tunnel = [t2 * s ** power for s in slowing]
E_tunnel = [barrier - k * T1 * np.log(s) for s in slowing]
slow_attempt = tau0 * slowing[1]
E_slow = barrier_from_cold_run(slow_attempt, one_over_e, 0.65, 0.85)
assert abs(E_slow - E_tunnel[1]) < 1e-7
t_slow = time_to_reach(E_slow, T2, slow_attempt, one_over_e)
assert abs(t_slow / t2_tunnel[1] - 1) < 1e-5

# Attempt time falling as T**-2, and barrier changes between the two runs
t2_prefactor = t2 * (T1 / T2) ** 2
hot_attempt = tau0 * (T1 / T2) ** 2
check = time_to_reach(barrier_ode, T2, hot_attempt, one_over_e)
assert abs(check / t2_prefactor - 1) < 1e-5
gap_slope = 3e-4
gap_shift = gap_slope * (T2 - T1)
t2_gap = t2 * np.exp(-gap_shift / (k * T2))
check = time_to_reach(barrier_ode - gap_shift, T2, tau0, one_over_e)
assert abs(check / t2_gap - 1) < 1e-5
field_change = 0.1                       # MV/cm
field_shift = field_change * 0.1 * 1.0   # eV: 1 MV/cm is 0.1 V/nm, depth 1 nm
field_factor = np.exp(field_shift / (k * T2))
check = time_to_reach(barrier_ode + field_shift, T2, tau0, one_over_e)
assert abs(check / t2 / field_factor - 1) < 1e-5

# Recapture/emission ratio = n(Fermi level)/n(Fermi level at the trap)
fermi_depth = 1.6
recapture = np.exp(-(fermi_depth - barrier) / (k * T2))


def band_density(depth):
    """Relative electron density in a parabolic band, Fermi-Dirac filling."""
    return quad(lambda u: np.sqrt(u) / (np.exp(u + depth / (k * T2)) + 1),
                0, 50, epsabs=0, epsrel=1e-9, limit=200)[0]


ratio = band_density(fermi_depth) / band_density(barrier)
assert abs(ratio / recapture - 1) < 1e-6

# Temperature error: a device 5 K colder than believed
t_445 = time_to_reach(barrier_ode, T2 - 5, tau0, one_over_e)
log_slope = -barrier / (k * T2 ** 2)
t_up = time_to_reach(barrier_ode, T2 + 0.1, tau0, one_over_e)
t_down = time_to_reach(barrier_ode, T2 - 0.1, tau0, one_over_e)
assert abs(np.log(t_up / t_down) / 0.2 / log_slope - 1) < 1e-3

# Heating ramp: time at T2 that gives the same emission as the ramp
ramp = 1.0
ramp_equiv = ramp * quad(
    lambda s: np.exp(-barrier / k * (1 / (T1 + s * (T2 - T1)) - 1 / T2)),
    0, 1, epsabs=1e-12)[0]
ramp_leading = ramp * k * T2 ** 2 / (barrier * (T2 - T1))
# the leading form omits a relative correction of order 2*k*T2/barrier
assert abs(ramp_equiv / ramp_leading - 1) < 3 * k * T2 / barrier
ramp_left = np.exp(-ramp_equiv / t2)
ramp_allowed = 0.1 * t2 / (ramp_equiv / ramp)

print(f"attempt time: {tau0:.1e} s")
print(f"recovery time at {T1:.0f} K: {t1:.0f} s")
print(f"ratio t1/tau0: {t1 / tau0:.3e}")
print(f"natural log of t1/tau0: {np.log(t1 / tau0):.4f}")
print(f"temperature ratio T1/T2: {T1 / T2:.5f}")
print(f"thermal energy at 300 K: {k * T1:.6f} eV")
print(f"thermal energy at 450 K: {k * T2:.6f} eV")
print(f"barrier: {barrier:.4f} eV")
print(f"barrier converted: {barrier / hartree:.6f} hartree")
for T in (300, 350, 400, 450):
    print(f"emission time at {T} K: {tau0 * np.exp(barrier / k / T):.5g} s")
print(f"MAIN RESULT, recovery time at 450 K: {t2 * 1e3:.2f} ms")
print(f"same from integrated rate equation: {t2_ode * 1e3:.2f} ms")
print(f"speed-up t1/t2: {t1 / t2:.3e}")
print(f"90 % recovery in 10000 s at 300 K, at 450 K: {t2_90 * 1e3:.2f} ms")
print(f"flat spread of barriers, at 450 K: {t2_flat * 1e3:.2f} ms")
print(f"Gaussian spread, standard deviation: {sigma:.2f} eV")
print(f"Gaussian spread, recovered fraction: {gauss_fraction:.3f}")
print(f"Gaussian spread, at 450 K: {t2_gauss * 1e3:.2f} ms")
print(f"band offset (rough): {offset:.1f} eV")
print(f"oxide tunnelling mass (rough): {mass:.2f} electron masses")
print(f"decay constant kappa: {kappa(offset):.3f} 1/nm")
for d, s, E, t in zip(depths, slowing, E_tunnel, t2_tunnel):
    print(f"depth {d:.1f} nm: attempt time multiplied by {s:.3g}")
    print(f"depth {d:.1f} nm: inferred barrier {E:.3f} eV")
    print(f"depth {d:.1f} nm: recovery time at 450 K {t * 1e3:.1f} ms")
print(f"attempt time as T^-2, at 450 K: {t2_prefactor * 1e3:.2f} ms")
print(f"gap narrowing slope (rough): {gap_slope:.1e} eV/K")
print(f"barrier lowering by gap narrowing: {gap_shift:.3f} eV")
print(f"with that lowering, at 450 K: {t2_gap * 1e3:.2f} ms")
print(f"oxide field difference between runs: {field_change:.1f} MV/cm")
print(f"barrier change at 1 nm depth: {field_shift:.3f} eV")
print(f"time factor from that field difference: {field_factor:.3f}")
print(f"Fermi level below conduction band: {fermi_depth:.1f} eV")
print(f"recapture to emission ratio at 450 K: {recapture:.2e}")
print(f"relative change of time per kelvin at 450 K: {log_slope:.4f} 1/K")
print(f"recovery time at 445 K: {t_445 * 1e3:.2f} ms")
print(f"heating ramp 300 to 450 K: {ramp:.1f} s")
print(f"ramp counts as time at 450 K: {ramp_equiv * 1e3:.1f} ms")
print(f"leading-order ramp formula: {ramp_leading * 1e3:.1f} ms")
print(f"charge left at end of ramp: {ramp_left:.4f}")
print(f"ramp that counts as a tenth of t2: {ramp_allowed * 1e3:.1f} ms")
print("no test failed")
```

Running it gives:

```
attempt time: 1.0e-13 s
recovery time at 300 K: 10000 s
ratio t1/tau0: 1.000e+17
natural log of t1/tau0: 39.1439
temperature ratio T1/T2: 0.66667
thermal energy at 300 K: 0.025852 eV
thermal energy at 450 K: 0.038778 eV
barrier: 1.0119 eV
barrier converted: 0.037188 hartree
emission time at 300 K: 10000 s
emission time at 350 K: 37.276 s
emission time at 400 K: 0.56234 s
emission time at 450 K: 0.021544 s
MAIN RESULT, recovery time at 450 K: 21.54 ms
same from integrated rate equation: 21.54 ms
speed-up t1/t2: 4.642e+05
90 % recovery in 10000 s at 300 K, at 450 K: 28.45 ms
flat spread of barriers, at 450 K: 17.77 ms
Gaussian spread, standard deviation: 0.10 eV
Gaussian spread, recovered fraction: 0.554
Gaussian spread, at 450 K: 18.63 ms
band offset (rough): 2.7 eV
oxide tunnelling mass (rough): 0.42 electron masses
decay constant kappa: 5.456 1/nm
depth 0.5 nm: attempt time multiplied by 234
depth 0.5 nm: inferred barrier 0.871 eV
depth 0.5 nm: recovery time at 450 K 132.8 ms
depth 1.0 nm: attempt time multiplied by 5.48e+04
depth 1.0 nm: inferred barrier 0.730 eV
depth 1.0 nm: recovery time at 450 K 818.3 ms
attempt time as T^-2, at 450 K: 9.58 ms
gap narrowing slope (rough): 3.0e-04 eV/K
barrier lowering by gap narrowing: 0.045 eV
with that lowering, at 450 K: 6.75 ms
oxide field difference between runs: 0.1 MV/cm
barrier change at 1 nm depth: 0.010 eV
time factor from that field difference: 1.294
Fermi level below conduction band: 1.6 eV
recapture to emission ratio at 450 K: 2.59e-07
relative change of time per kelvin at 450 K: -0.0580 1/K
recovery time at 445 K: 28.89 ms
heating ramp 300 to 450 K: 1.0 s
ramp counts as time at 450 K: 107.0 ms
leading-order ramp formula: 115.0 ms
charge left at end of ramp: 0.0070
ramp that counts as a tenth of t2: 20.1 ms
no test failed
```
